# Why equilibrium alone does not make np equal ni²

Suppose a semiconductor with $10^{20}$ donors per cubic centimetre is in equilibrium, and we want its hole density. The simplest recipe is to divide $n_i^2$ by $n$. For the model crystal worked out below, this gives 1.5 holes per cm³. If the doping has also narrowed the band gap by 100 meV, the correct figure in the same model is 18.8, larger by a factor of about 12.5. Any quantity proportional to the minority density inherits that factor. The recipe fails although the sample is in perfect equilibrium.

## The belief and its appeal

The belief is that $np=n_i^2$ in every equilibrium semiconductor, where $n$ and $p$ are the electron and hole densities and $n_i$ is the carrier density of the undoped crystal at the same temperature. It holds very well over a wide range of doping, and its derivation is short.

Let $E_c$ and $E_v$ be the conduction and valence edges, $E_F$ the Fermi level and $k$ Boltzmann's constant. If both kinds of carrier are dilute, then

$$n=N_c\,e^{-(E_c-E_F)/kT},\qquad p=N_v\,e^{-(E_F-E_v)/kT},$$

with $N_c$ and $N_v$ depending on temperature and effective mass. On multiplication $E_F$ cancels:

$$np=N_cN_v\,e^{-(E_c-E_v)/kT}.$$

Doping enters through $E_F$, which has gone, so the product seems to be a property of the crystal and the temperature. The undoped crystal has $n=p=n_i$, so the constant is $n_i^2$.

Three assumptions are hidden here. Both occupations were taken to be pure exponentials, $E_c-E_v$ was taken to be the same in the doped and undoped crystals, and so was $N_cN_v$, which depends on the masses. Equilibrium guarantees none of them. The model below keeps the masses fixed and examines the other two.

## What equilibrium does guarantee

Equilibrium means one temperature and one Fermi level for all states. A band state of energy $E$, filled independently of the others, is then occupied with probability

$$f(E)=\frac{1}{1+e^{(E-E_F)/kT}},\qquad\text{so}\qquad \frac{f}{1-f}=e^{-(E-E_F)/kT}.$$

Take a conduction state at $E_1$ and a valence state at $E_2$. The odds that the first is filled, times the odds that the second is empty, are

$$\frac{f(E_1)}{1-f(E_1)}\cdot\frac{1-f(E_2)}{f(E_2)}=e^{-(E_1-E_2)/kT}.$$

$E_F$ cancels here at any doping. But carrier densities are sums of probabilities, not of odds. The two agree when the probabilities are small. When conduction states are appreciably filled, $f$ is smaller than its odds by the factor $1-f$, and the cancellation no longer carries over to $np$.

## Counting the carriers

Take parabolic bands with density-of-states masses $m_c$ and $m_v$. Including spin, the conduction band has

$$D_c(E)=\frac{1}{2\pi^2}\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}$$

states per unit volume and energy. Define $x=(E-E_c)/kT$ and $\eta=(E_F-E_c)/kT$. Then $dE=kT\,dx$, the square root supplies another $\sqrt{kT}$, and

$$n=\int_{E_c}^{\infty}D_c f\,dE=\frac{1}{2\pi^2}\left(\frac{2m_ckT}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}}.$$

We define the Fermi–Dirac integral with a prefactor,

$$F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}},$$

because $\int_0^\infty\sqrt{x}\,e^{-x}dx=\sqrt\pi/2$, so that $F_{1/2}\to e^{\eta}$ when $\eta$ is large and negative. The remaining constant is

$$N_c=\frac{\sqrt\pi}{2}\,\frac{1}{2\pi^2}\left(\frac{2m_ckT}{\hbar^2}\right)^{3/2}=2\left(\frac{m_ckT}{2\pi\hbar^2}\right)^{3/2},$$

and $n=N_cF_{1/2}(\eta)$. Without the prefactor in $F_{1/2}$, the correction factor found below would tend to $\sqrt\pi/2$ instead of 1 at low density.

For holes, set $y=(E_v-E)/kT$. A valence state is empty with probability

$$1-f=\frac{1}{1+e^{\,y+(E_F-E_v)/kT}}.$$

In an n-type sample $E_F$ lies many $kT$ above $E_v$, so the 1 in the denominator is negligible. The same integral then gives $p=N_ve^{-(E_F-E_v)/kT}$, where $N_v$ is $N_c$ with $m_v$ in place of $m_c$.

Let the undoped crystal have gap $E_g\gg kT$ and masses of similar size. Its Fermi level is far from both edges, both carriers are dilute, and

$$n_i^2=N_cN_v\,e^{-E_g/kT}.$$

In the doped crystal let $E_c$ fall by $\Delta_c$ and $E_v$ rise by $\Delta_v$, with unchanged masses. The gap becomes $E_g-\Delta E_g$, where $\Delta E_g=\Delta_c+\Delta_v$. These shifts are inputs; nothing here predicts them. With $\eta$ measured from the actual conduction edge,

$$E_F-E_v=(E_c-E_v)+(E_F-E_c)=E_g-\Delta E_g+\eta kT.$$

Therefore

$$p=N_v\,e^{-E_g/kT}\,e^{\Delta E_g/kT}\,e^{-\eta}.$$

Multiplying by $n=N_cF_{1/2}(\eta)$ and dividing by $n_i^2$ gives

$$\boxed{\frac{np}{n_i^2}=F_{1/2}(\eta)\,e^{-\eta}\,e^{\Delta E_g/kT}}$$

The shifts enter through their sum, so at given $\eta$ it does not matter how the narrowing is divided between the edges.

## Degeneracy lowers the product

Call the first factor $g(\eta)=F_{1/2}(\eta)e^{-\eta}$. Taking $e^{-\eta}$ inside the integral and using $e^{\eta}(1+e^{x-\eta})=e^{\eta}+e^{x}$,

$$g(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{e^{x}+e^{\eta}}.$$

At every $x>0$ the integrand falls as $\eta$ rises, so $g$ falls too. It starts from 1 at $\eta\to-\infty$, where the term $e^\eta$ vanishes. Degeneracy therefore reduces the product at any finite $\eta$.

The size of the effect at low density follows from expanding in $z=e^\eta\ll1$:

$$\frac{1}{e^x+z}=e^{-x}-z\,e^{-2x}+\dots$$

Since $\int_0^\infty\sqrt{x}\,e^{-2x}dx=(\sqrt\pi/2)/2^{3/2}$, we get $g=1-z/\sqrt8+\dots$. To lowest order $z=n/N_c$, so

$$g\approx1-\frac{n}{\sqrt8\,N_c}\qquad(n\ll N_c).$$

In the opposite limit, $\eta\gg1$, the states up to $x=\eta$ are nearly full and those above nearly empty. Then $F_{1/2}\approx(2/\sqrt\pi)\int_0^\eta\sqrt{x}\,dx$, and

$$g\approx\frac{4}{3\sqrt\pi}\,\eta^{3/2}e^{-\eta},$$

which tends to zero. At $\eta=10$ this gives $1.080\times10^{-3}$, about 1.2% below the full value $1.093\times10^{-3}$.

For numbers, take $T=300$ K ($kT=25.85$ meV), $E_g=1.10$ eV, $m_c=1.0$ and $m_v=0.8$ electron masses. Then $N_c=2.509\times10^{19}$ cm⁻³ and $n_i=1.223\times10^{10}$ cm⁻³. With fully ionised donors of density $N_D$, neutrality requires $n=N_D+p$, and $p$ is negligible beside $N_D$. Without narrowing:

| $N_D$ (cm⁻³) | $\eta$ | $np/n_i^2$ |
|---|---|---|
| $10^{17}$ | −5.52 | 0.999 |
| $10^{18}$ | −3.21 | 0.986 |
| $10^{19}$ | −0.78 | 0.869 |
| $10^{20}$ | 2.72 | 0.262 |

With the gap unchanged, the deviation from the familiar law is set by the filling $n/N_c$ alone, and it is small while $n\ll N_c$. The low-density formula gives 0.859 in the third row. In the last row it would give a negative number, because $n/N_c\approx4$ is far outside its range.

The physical cause is exclusion. Electrons cannot share the low states, so $E_F$ must rise further to accommodate a given $n$ than Boltzmann filling would require. A higher $E_F$ leaves fewer holes. At $10^{20}$ cm⁻³ the Fermi level is 1.1703 eV above the valence edge, against 1.1357 eV for Boltzmann filling. When the numerical check replaces $f$ by the Boltzmann exponential at this same doping, $np/n_i^2$ returns to 1.

## Narrowing raises it, at fixed electron density

The factor $e^{\Delta E_g/kT}$ describes an exponential rise of $np$ provided $\eta$ stays fixed. Fixed doping ensures this as long as the donors are fully ionised and $N_D$ far exceeds the hole density: $n\approx N_D$ then fixes $F_{1/2}(\eta)$, hence $\eta$, and the Fermi level moves down with the conduction edge. The distance from $E_v$ to $E_F$ shrinks by the whole of $\Delta E_g$, and the hole density grows accordingly.

Holding $E_F$ fixed is a different comparison. If $E_c$ alone falls by $\delta kT$, then $p$ is unchanged, $\eta$ becomes $\eta+\delta$, and $np$ grows by

$$\frac{F_{1/2}(\eta+\delta)}{F_{1/2}(\eta)}=e^{\delta}\,\frac{g(\eta+\delta)}{g(\eta)}<e^{\delta},$$

since $g$ decreases. For the most heavily doped sample and a 60 meV shift, the growth is 2.25, whereas $e^\delta=10.2$.

## The two effects together

The product exceeds $n_i^2$ when the logarithm of the boxed ratio is positive, that is, when $\ln F_{1/2}(\eta)-\eta+\Delta E_g/kT>0$. The narrowing must therefore exceed

$$\Delta^*=kT\,[\eta-\ln F_{1/2}(\eta)].$$

This energy has a direct meaning. Boltzmann filling would reach the same density at $\eta_B=\ln(n/N_c)=\ln F_{1/2}(\eta)$, so $\Delta^*$ is the extra height of the Fermi level caused by exclusion.

For $N_D=10^{20}$ cm⁻³, $\eta=2.721$ and $F_{1/2}(\eta)=3.985$, so

$$\Delta^*=25.85\ \text{meV}\times(2.721-1.383)\approx34.6\ \text{meV}.$$

Now let $E_c$ fall by 60 meV and $E_v$ rise by 40 meV, values chosen for illustration. The two factors are

$$g=3.985\times0.0658=0.262,\qquad e^{100/25.85}=47.9,$$

and their product is $np/n_i^2\approx12.55$. The hole density follows in three versions:

- the familiar law gives $n_i^2/n=1.495$ cm⁻³;
- degeneracy alone gives $0.262\times1.495\approx0.39$ cm⁻³;
- degeneracy and narrowing together give $12.55\times1.495\approx18.8$ cm⁻³.

Correcting for degeneracy alone would make the estimate worse here, because the larger effect has the opposite sign. Conversely, someone who inferred the narrowing from $kT\ln(np/n_i^2)$ would find 65.4 meV, not 100 meV. The difference is $\Delta^*$.

## How far the formula reaches

For p-type material the bands exchange roles: $\eta$ is replaced by $\eta_v=(E_v-E_F)/kT$, and $N_c$ by $N_v$ in the filling. With $10^{20}$ acceptors per cm³ and no narrowing, the ratio is 0.159. It is lower than in the n-type case because $N_v<N_c$, so the same density fills the band further.

Incomplete ionisation does not alter the boxed formula, whose derivation never used the charge state of the dopants. It changes the neutrality condition, and so the value of $\eta$ to be inserted. If heavy doping changes the shape of the bands as well as their position, the densities of states are no longer shifted square roots. Then $N_cF_{1/2}(\eta)$ must be replaced by the integral over the actual conduction states, and $N_ve^{-(E_F-E_v)/kT}$ by the integral over the actual valence states; a change in the valence band alone alters $np$ even when the conduction band is untouched. If the gap is only a few $kT$, the dilute form used for $n_i$ fails, and so does the one for the holes unless $E_F$ still lies many $kT$ above $E_v$. In all these cases equilibrium still supplies a single Fermi level; the value of $np$ has to be worked out from the states available.

## Calculated quantities

```
Temperature: 300 K, kT = 25.852 meV
Unnarrowed gap: 1.10 eV
Masses (electron masses): m_c = 1.0, m_v = 0.8
N_c = 2.5094e+19 cm^-3
N_v = 1.7956e+19 cm^-3
ni from neutrality = 1.2226e+10 cm^-3
Factor at eta = 10: exact 1.0934e-03, leading form 1.0800e-03
No narrowing, donor density series:
 N_D = 1e+17 cm^-3: n/N_c = 0.00398, eta = -5.5238
   np/ni^2 = 0.99859, low-density form = 0.99859
   break-even narrowing = 0.036 meV
 N_D = 1e+18 cm^-3: n/N_c = 0.03985, eta = -3.2086
   np/ni^2 = 0.98602, low-density form = 0.98591
   break-even narrowing = 0.364 meV
 N_D = 1e+19 cm^-3: n/N_c = 0.39850, eta = -0.7799
   np/ni^2 = 0.86926, low-density form = 0.85911
   break-even narrowing = 3.622 meV
 N_D = 1e+20 cm^-3: n/N_c = 3.98500, eta = 2.7212
   np/ni^2 = 0.26219, low-density form = -0.40891
   break-even narrowing = 34.607 meV
Worked example: N_D = 1e+20 cm^-3
F_1/2(eta) = 3.9850, exp(-eta) = 0.06580
Fermi level above original E_v, no narrowing: 1.1703 eV
Same with Boltzmann filling: 1.1357 eV
Boltzmann control np/ni^2 = 1.000000
Edge shifts: E_c down 60 meV, E_v up 40 meV
Total narrowing = 100 meV
Fermi level above original E_v, narrowed: 1.1103 eV
Fermi level above actual E_v, narrowed: 1.0703 eV
Degeneracy factor = 0.26219
Narrowing factor = 47.855
np/ni^2 with both effects = 12.547
Hole density, naive ni^2/n = 1.4948 cm^-3
Hole density, degeneracy only = 0.3919 cm^-3
Hole density, both effects = 18.7560 cm^-3
Apparent narrowing kT ln(np/ni^2) = 65.393 meV
Fixed Fermi level, E_c down 60 meV: np grows by 2.246
Exponential of the same shift over kT = 10.185
Acceptors 1e+20 cm^-3, no narrowing: eta_v = 3.5546, np/ni^2 = 0.15924
```
